# Ionized Fraction of Uncompensated Boron in Silicon at 77 K

## Problem

Silicon contains boron at a density $N_A=1.0\times10^{16}\ \mathrm{cm^{-3}}$ and no donors. The ionization energy of boron is $E_A=45$ meV. At $T=77$ K the effective valence density of states is $N_v=2.0\times10^{18}\ \mathrm{cm^{-3}}$; this value belongs to 77 K, not to room temperature. What fraction of the boron atoms is ionized in the neutral bulk, in thermal equilibrium?

A boron atom is an acceptor. When neutral, it binds a hole. When ionized, it has taken an electron from the valence band, carries charge $-e$, and has left a free hole behind. Write $N_A^0$ and $N_A^-$ for the densities of neutral and ionized acceptors, $p$ for the density of free holes, and

$$
f=\frac{N_A^-}{N_A},\qquad N_A^0+N_A^-=N_A .
$$

All energies are electron energies measured upward from the valence edge, so the acceptor level lies at $+E_A$ and the Fermi level at $E_F$. The Boltzmann constant is $k$.

## A tempting solution

Each boron atom supplies one hole, so one sets $p=N_A$. For a dilute gas of holes $p=N_v e^{-E_F/kT}$, which fixes the Fermi level through

$$
e^{E_F/kT}=\frac{N_v}{N_A}.
$$

The occupation law of an acceptor with a fourfold neutral state is

$$
f=\frac{1}{1+4e^{(E_A-E_F)/kT}} .
$$

Inserting the Fermi level gives

$$
f=\frac{1}{1+4e^{E_A/kT}N_A/N_v}=\frac{K}{1+K},\qquad
K=\frac{N_v}{4N_A}e^{-E_A/kT}.
$$

With $kT=6.6353$ meV the exponent is $E_A/kT=6.7819$, the exponential is $1.1342\times10^{-3}$, and $K=0.05671$. The result would be $f=0.05671/1.05671=0.054$.

## Where it fails

The occupation law and the formula for $K$ are sound. The fault is the first line. It assumes $10^{16}$ free holes per cubic centimetre, while the last line finds that about 5% of the acceptors have released one. The crystal described in this way has far more positive than negative charge, so it is not neutral.

The direction of the error can be traced. Too many assumed holes place the Fermi level too close to the valence edge. A lower Fermi level means fewer electrons on the acceptors, hence too few ions.

One may try to repair the calculation by feeding the new $f$ back into the hole density. With $p=xN_A$ in place of $p=N_A$, the same algebra gives the next value

$$
x'=\frac{K}{K+x}.
$$

This function decreases with $x$, so an estimate that is too high is followed by one that is too low, and conversely. At the fixed point, $f=K/(K+f)$, and the slope there is

$$
\frac{dx'}{dx}=-\frac{K}{(K+f)^2}=-\frac{f^2}{K}=-(1-f).
$$

The second equality uses $K+f=K/f$; the third uses $f(K+f)=K$, that is, $f^2=K(1-f)$. Close to the solution, each pass therefore multiplies the error by $-(1-f)$. When few acceptors are ionized, the repair converges slowly. It is better to impose neutrality from the start.

## Right solution

**Degeneracy of the neutral acceptor.** The states at the top of the valence band of silicon are built from $p$-like orbitals, $L=1$, with spin $S=1/2$. Spin-orbit coupling is proportional to

$$
\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-L(L+1)-S(S+1)\right]
$$

in units of $\hbar^2$. For $J=3/2$ this is $\tfrac12(\tfrac{15}{4}-2-\tfrac34)=\tfrac12$, with four states; for $J=1/2$ it is $\tfrac12(\tfrac34-2-\tfrac34)=-1$, with two. In silicon the fourfold level is the upper one and forms the band edge. The hole bound in the ground state of boron has an envelope without orbital degeneracy, so it inherits these four states. An ionized acceptor has all its bonds filled and has one state. Hence the degeneracy factor is $g=4$.

**Occupation of the acceptor.** An ionized acceptor holds one electron more than a neutral one, at energy $E_A$. In the grand canonical ensemble its weight relative to one neutral state is $e^{(E_F-E_A)/kT}$. The $g$ neutral states together have weight $g$. Therefore

$$
f=\frac{e^{(E_F-E_A)/kT}}{g+e^{(E_F-E_A)/kT}},\qquad
\frac{N_A^-}{N_A^0}=\frac1g\,e^{(E_F-E_A)/kT}.
$$

Dividing numerator and denominator of the first expression by the exponential returns the law used above. States with two bound holes and excited states of the bound hole are left out here; their weight is estimated below.

**Density of free holes.** Let $\varepsilon\ge0$ be the depth below the valence edge. For a parabolic band with density-of-states mass $m$, counting both spins, the density of states is $(2m)^{3/2}\sqrt\varepsilon/(2\pi^2\hbar^3)$. The probability that a state at depth $\varepsilon$ is empty is

$$
1-\frac{1}{e^{(-\varepsilon-E_F)/kT}+1}=\frac{1}{e^{(\varepsilon+E_F)/kT}+1}\simeq e^{-(\varepsilon+E_F)/kT},
$$

where the last form requires $e^{E_F/kT}\gg1$. With $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$,

$$
p=N_ve^{-E_F/kT},\qquad
N_v=\frac{(2m)^{3/2}}{2\pi^2\hbar^3}\,\frac{\sqrt\pi}{2}(kT)^{3/2}
=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.
$$

The stated $N_v$ corresponds to $m=0.722$ electron masses. This single mass stands for all the valence bands together. At fixed mass $N_v$ grows as $T^{3/2}$. In silicon the valence bands are not parabolic, and the effective mass itself rises with temperature, to slightly above one electron mass at 300 K, where $N_v$ is about $2.6\times10^{19}\ \mathrm{cm^{-3}}$. Scaling that value by $T^{3/2}$ alone would overestimate $N_v$ at 77 K by roughly 70%. Tabulated room-temperature values differ widely, and so does the error of scaling them: the older value $1.04\times10^{19}\ \mathrm{cm^{-3}}$ would give about 30% too little.

**Elimination of the Fermi level.** Multiplying the hole density by the ratio of ionized to neutral acceptors cancels $E_F$:

$$
p\,\frac{N_A^-}{N_A^0}=p_1,\qquad p_1=\frac{N_v}{g}e^{-E_A/kT}.
$$

This is the mass-action law for the reaction neutral acceptor $\rightleftharpoons$ ion + hole.

**Neutrality.** There are no donors, and thermally excited electrons are negligible, so $p=N_A^-=fN_A$. With $N_A^0=(1-f)N_A$,

$$
fN_A\,\frac{f}{1-f}=p_1
\quad\Longrightarrow\quad
\frac{f^2}{1-f}=K,\qquad K=\frac{p_1}{N_A}.
$$

The derivative of the left side is $f(2-f)/(1-f)^2$, which is positive for $0<f<1$. The left side rises from zero to infinity over this interval, so there is one physical solution. Written as a quadratic, the equation is $f^2+Kf-K=0$, and its positive root is

$$
f=\frac{-K+\sqrt{K^2+4K}}{2}.
$$

Multiplying numerator and denominator by $K+\sqrt{K^2+4K}$ turns the numerator into $4K$ and the denominator into $2(K+\sqrt{K^2+4K})$. Division of both by $2K$ then gives

$$
f=\frac{2}{1+\sqrt{1+4/K}} .
$$

This form also avoids subtracting two nearly equal numbers when $K$ is large.

**Numbers.** The mass-action density is

$$
p_1=\frac{2.0\times10^{18}}{4}\times1.1342\times10^{-3}\ \mathrm{cm^{-3}}
=5.67\times10^{14}\ \mathrm{cm^{-3}},
$$

so $K=0.05671$, as before, and

$$
f=\frac{2}{1+\sqrt{1+4/0.05671}}=0.2115 .
$$

In the stated model about 21% of the boron is ionized, and the hole density is $p=2.1\times10^{15}\ \mathrm{cm^{-3}}$. The tempting solution was low by a factor of about four.

The Fermi level is $E_F=kT\ln(N_v/p)=45.5$ meV, almost at the acceptor level. For a level without degeneracy that would mean half occupation. Here $E_F=E_A$ gives $f=1/(1+4)=0.20$, and the small remaining distance raises this to 0.21.

The fraction is much larger than the Boltzmann factor $1.1\times10^{-3}$ for two reasons. A released hole has many band states to occupy: $N_v/(gN_A)=50$ per neutral acceptor state. Moreover, the ion and the hole appear in pairs, so their densities multiply in the mass-action law and the fraction follows roughly the square root of $K$.

## A check without a Fermi level

The same result follows from a closed crystal with $M$ acceptors in volume $V=M/N_A$ and a fixed total of $M$ holes. Suppose $j$ holes are free. The ionized sites can be chosen in $\binom Mj$ ways; each of the $M-j$ bound holes contributes $g\,e^{E_A/kT}$; and the free holes, a dilute gas of identical particles, contribute $(N_vV)^j/j!$. The weight is

$$
W_j=\binom Mj\left(g\,e^{E_A/kT}\right)^{M-j}\frac{(N_vV)^j}{j!}.
$$

The ratio of successive weights is

$$
\frac{W_{j+1}}{W_j}=\frac{M-j}{j+1}\,\frac{N_vV}{j+1}\,\frac{e^{-E_A/kT}}{g}
=\frac{(M-j)\,p_1V}{(j+1)^2}.
$$

For large $M$ the weight peaks where this ratio is one, at $j^2/(M-j)=p_1V$. Setting $j=fM$ and $V=M/N_A$ recovers $f^2/(1-f)=K$. The full sum over $j$ for 20000 acceptors gives a mean free fraction of 0.21145, against 0.21146 from the closed formula.

The Boltzmann approximation was tested separately. Solving neutrality with the full Fermi-Dirac integral gives 0.21143, a relative change of $-1.7\times10^{-4}$. The holes are therefore dilute enough for the approximation used.

## Limits and sensitivity

For $K\ll1$ the root can be written as $f=\sqrt K\sqrt{1+K/4}-K/2$, so to leading order

$$
f\simeq\sqrt K=\sqrt{\frac{N_v}{gN_A}}\;e^{-E_A/2kT}.
$$

Deep in freeze-out, the exponential has half the ionization energy. In the example $\sqrt K=0.238$, which is 13% above the solution; adding the next term, $-K/2=-0.028$, gives 0.210, slightly below the solution. For $K\gg1$, $f$ is close to one and the equation gives $1-f\simeq1/K$.

With $N_A$, $E_A$ and the mass held fixed, and $N_v$ scaled as $T^{3/2}$, the fraction is 0.027 at 50 K, 0.46 at 100 K, 0.83 at 150 K and 0.99 at 300 K. At 77 K this doping is thus in the transition between the two limits. A mass that rises with temperature, as in silicon, shifts these values somewhat, to about 0.026 at 50 K, 0.48 at 100 K and 0.86 at 150 K.

The response to uncertain inputs follows from $\ln K=2\ln f-\ln(1-f)$:

$$
d\ln K=\left(\frac2f+\frac1{1-f}\right)df=\frac{2-f}{1-f}\,\frac{df}{f}
\quad\Longrightarrow\quad
\frac{d\ln f}{d\ln K}=\frac{1-f}{2-f}.
$$

This is $0.44$ here. Halving $N_v$ gives $f=0.155$ and doubling it gives 0.285, with everything else fixed. Using $g=2$ instead of 4 also gives 0.285, because $K$ contains the ratio $N_v/g$. An ionization energy of 44 meV gives 0.226, and 46 meV gives 0.198: one milli-electronvolt moves the result by about 7%.

## Why the absence of donors matters

Now let there be donors of density $N_D<N_A$. At this temperature they give their electrons to acceptors, so neutrality becomes $N_A^-=p+N_D$ and the neutral density is $N_A^0=N_A-N_D-p$. The mass-action law reads

$$
\frac{p(p+N_D)}{N_A-N_D-p}=p_1,
$$

or $p^2+(N_D+p_1)p-p_1(N_A-N_D)=0$. With $N_D=1.0\times10^{15}\ \mathrm{cm^{-3}}$, one tenth of the boron density, the positive root is $p=1.61\times10^{15}\ \mathrm{cm^{-3}}$. The hole density has fallen by 24%, while the ionized fraction $(p+N_D)/N_A$ has risen to 0.26. The ionized fraction and the free-hole fraction are then different quantities.

If cooling reduces $p$ far below both $N_D$ and $N_A-N_D$, the law becomes $p\simeq p_1(N_A-N_D)/N_D$. The exponential now has the full $E_A$, not half of it. A small donor density therefore changes the low-temperature law, even when it is a small correction at higher temperature.

## Bulk and depletion layer

The 21% refers to neutral silicon. Under the gate of an n-channel transistor the bands bend down. Let the local valence edge lie an energy $\psi$ below its bulk position while the Fermi level stays constant. Its height above the local edge is then $E_F+\psi$, and the occupation law gives

$$
\frac{1-f_\psi}{f_\psi}=g\,e^{(E_A-E_F-\psi)/kT}=\frac{1-f}{f}\,e^{-\psi/kT},
$$

$$
f_\psi=\frac{1}{1+\frac{1-f}{f}e^{-\psi/kT}} .
$$

For $\psi=50$ meV this is 0.998. In equilibrium, the charge density is nearly the full $-eN_A$ wherever the local bending exceeds a few tens of meV, although the bulk beneath is largely frozen out. This region makes up most of the layer only for a total bending of several tenths of an electronvolt: with the layer's edge placed where the net charge reaches 5% of $eN_A$, the charge exceeds 95% over about half the depth at 0.2 eV and about 70% of it at 1 eV. Partial ionization affects the layer's edge and the supply of holes in the neutral region. The result does not say how quickly the acceptors reach equilibrium after the gate voltage changes.

## What the model leaves out

One neglected effect of appreciable size is screening. Mobile charge gathers around an ion and lowers the energy needed to create an ion and a free hole. In linear screening the potential of a charge $q$ is $q\,e^{-r/\lambda}/(4\pi\epsilon r)$. Subtracting the bare potential and letting $r\to0$ leaves $-q/(4\pi\epsilon\lambda)$, the potential of the cloud at the charge. The charging energy is half of charge times potential, $-e^2/(8\pi\epsilon\lambda)$ for the ion and the same for the hole. Together they lower the ionization energy by

$$
\Delta=\frac{e^2}{4\pi\epsilon\lambda},\qquad
\lambda=\sqrt{\frac{\epsilon kT}{e^2\,s\,fN_A}},
$$

where $s=1$ if only holes screen and $s=2$ if holes and ions both count fully.

The acceptors do respond, by changing their occupation. From the formula for $f_\psi$, $df_\psi/d\psi=f(1-f)/kT$ at $\psi=0$, while the hole density changes by $-p/kT$ per unit $\psi$. The charge density therefore changes by

$$
-\frac{e}{kT}\left[p+N_Af(1-f)\right]=-\frac{e\,p}{kT}(2-f)
$$

per unit $\psi$. In this linear mean-field picture $s=2-f$, between the two cases.

Since $\lambda$ depends on $f$, the equation for $f$ is solved together with $K$ replaced by $Ke^{\Delta/kT}$. With a rough relative permittivity of 11.7, $s=1$ gives $\lambda=41$ nm, $\Delta=3.0$ meV and $f=0.26$; $s=2$ gives 28 nm, 4.5 meV and 0.28. These are increases of about 22% and 34% over the model without screening. At the mean hole density, however, a sphere of radius $\lambda$ contains less than one hole, so a smooth screening cloud is a crude picture. The numbers are rough estimates, not bounds. They apply if 45 meV is the energy of an isolated acceptor; if it already includes the lowering, adding $\Delta$ would count it twice.

Excited states of the bound hole act the other way. In a hydrogenic estimate, shell $n$ has binding energy $E_A/n^2$, degeneracy $gn^2$ and radius $n^2\times1.37$ nm. Keeping shells whose radius is below half the acceptor spacing of 46 nm leaves $n\le4$. Their combined weight is 7% of the ground level's, which lowers $f$ to 0.205. The sum depends on where it is cut off: stopping at $n=2$ gives a weight of 2% and $f=0.209$, while going on to $n=6$ gives 16% and 0.198. The true acceptor spectrum is not hydrogenic either, so this too is a rough size.

The other effects are smaller. With a rough binding energy of 2 meV for a second hole, there are $2\times10^{-3}$ doubly occupied acceptors per neutral one. The bound hole also has a split-off level with two states. If it lay above the ground level by the full band splitting of roughly 44 meV, its relative weight would be $7\times10^{-4}$. In boron the bound level is closer, at roughly 23 meV, which gives $\tfrac12e^{-23/6.64}\approx1.6\times10^{-2}$ and lowers $f$ by less than 1%. The electron density, estimated with a gap of 1.17 eV, is of order $10^{-55}\ \mathrm{cm^{-3}}$, so omitting it from neutrality is safe. The bound radius is 3% of the acceptor spacing, which supports treating the ground states as separate.

For real boron-doped silicon, 45 meV is a typical rough ionization energy, and $10^{16}\ \mathrm{cm^{-3}}$ is a moderate doping; channels of scaled transistors can be doped much more heavily. There the bound states approach one another and the isolated-acceptor model eventually fails. Real material also contains some donors: the density taken above lowers the hole density by 24%. Taken one at a time and with $N_v$ and $E_A$ as stated, the donors and the neglected effects estimated in this section give ionized fractions between about 0.20 and 0.28. Donors and screening both raise the fraction; together, in the same rough estimate, they take it to about 0.30 to 0.33. The value 0.2115 is therefore the result of the stated model, not a four-digit prediction for a real crystal. The numerical output lists most of the values behind these comparisons.

## Table of computed values

```
INPUTS AND MAIN RESULT
temperature = 77 K
acceptor density NA = 1.0e+16 cm^-3
ionization energy EA = 45.0 meV
valence density of states Nv = 2.0e+18 cm^-3
density-of-states mass = 0.722 electron masses
degeneracy g = 4
thermal energy kT = 6.6353 meV
EA/kT = 6.7819
exp(-EA/kT) = 1.1342e-03
mass-action density p1 = 5.6708e+14 cm^-3
K = p1/NA = 0.05671
ionized fraction f = 0.2115
hole density p = 2.115e+15 cm^-3
Fermi level above valence edge = 45.47 meV
CHECKS AND APPROXIMATIONS
f, canonical sum, 20000 acceptors = 0.21145
f, Fermi-Dirac quadrature = 0.21143
f, closed formula = 0.21146
small-K estimate sqrt(K) = 0.2381
wrong estimate from p=NA, K/(1+K) = 0.0537
f with wrong degeneracy 2 = 0.2848
SENSITIVITY
d ln f / d ln K = 0.4409
f with Nv halved = 0.1548
f with Nv doubled = 0.2848
f with EA = 44 meV: 0.2259
f with EA = 46 meV: 0.1978
f at 50 K, Nv scaled: 0.0272
f at 100 K, Nv scaled: 0.4631
f at 150 K, Nv scaled: 0.8338
f at 300 K, Nv scaled: 0.9856
DONORS AND DEPLETION
donor density in comparison = 1.0e+15 cm^-3
hole density with donors = 1.608e+15 cm^-3
ionized fraction with donors = 0.2608
band bending = 50 meV
ionized fraction at this bending = 0.9980
NEGLECTED EFFECTS (ROUGH SILICON INPUTS)
relative permittivity = 11.7
holes screen: length = 40.8 nm
holes screen: EA lowering = 3.02 meV, f = 0.258
holes+ions screen: length = 27.6 nm
holes+ions: EA lowering = 4.47 meV, f = 0.282
bound radius = 1.37 nm
acceptor spacing = 46.4 nm
radius/spacing = 0.0295
highest excited shell kept = 4
excited/ground weight = 0.0741, f = 0.2049
degeneracy: relative change of f = -1.65e-04
split-off energy = 44 meV
split-off/ground weight = 6.59e-04
second-hole binding = 2 meV
two-hole/neutral acceptor ratio = 2.14e-03
gap = 1.17 eV, conduction density = 3e+18 cm^-3
log10 of electron density in cm^-3 = -55.1
```
